# Electron inelastic mean free path from the dielectric loss function

In a nonrelativistic model of silicon with a plasma energy of 16.6 eV, an electron of 1000 eV travels on average 2.46 nm between energy losses, and an electron of 10 000 eV travels 17.3 nm. The energy has grown tenfold, the path only 7.05 times. Quantification by photoelectron spectroscopy rests on this length, because an electron that has lost energy leaves its peak and joins the loss structure beside it. The missing factor is a logarithm, and both its prefactor and its energy scale follow from the dielectric loss function.

I use Rydberg atomic units: $\hbar=1$, $2m=1$, $e^2=2$, with lengths in Bohr radii $a_0$ and energies in rydbergs. An electron of wavevector $k$ then has energy $E=k^2$ and velocity $2k$. The medium is uniform, isotropic and in its ground state. The electron is fast enough for the first Born approximation, and is treated as distinguishable from the electrons of the medium.

Let the electron go from $\mathbf k$ to $\mathbf k-\mathbf q$. It gives up the energy

$$\omega=k^2-|\mathbf k-\mathbf q|^2=2\mathbf k\cdot\mathbf q-q^2 .$$

The Coulomb interaction has Fourier transform $v_q=4\pi e^2/q^2=8\pi/q^2$. With $\rho_q=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$ and volume $V$, the matrix element for raising the medium to a state $n$ of excitation energy $\omega_n$ is $(v_q/V)\langle n|\rho_q^\dagger|0\rangle$. The golden rule gives the total rate

$$\Gamma=2\pi\sum_{\mathbf q}\frac{v_q^2}{V^2}S(q,\omega),\qquad S(q,\omega)=\sum_n|\langle n|\rho_q^\dagger|0\rangle|^2\,\delta(\omega-\omega_n).$$

To express $S$ through the dielectric function, apply a weak external potential energy $\phi\,e^{i\mathbf q\cdot\mathbf r-i\omega t}$ plus its conjugate, switched on slowly as $e^{\eta t}$. First-order perturbation theory gives the admixture of state $n$ as

$$\frac{\phi\langle n|\rho_q^\dagger|0\rangle e^{-i\omega t}}{\omega-\omega_n+i\eta}-\frac{\phi^*\langle n|\rho_q|0\rangle e^{i\omega t}}{\omega+\omega_n-i\eta}.$$

The part of $\langle\rho_q\rangle/V$ that varies as $e^{-i\omega t}$ is the induced density. Multiplied by $v_q$ it is the induced potential, and the total potential is $\phi/\varepsilon$. By isotropy $\rho_q$ and $\rho_q^\dagger$ have equal strengths, so

$$\frac1\varepsilon=1+\frac{v_q}{V}\sum_n|\langle n|\rho_q^\dagger|0\rangle|^2\left[\frac1{\omega-\omega_n+i\eta}-\frac1{\omega+\omega_n+i\eta}\right].$$

For $\omega>0$ only the first fraction can resonate, and its imaginary part tends to $-\pi\delta(\omega-\omega_n)$. The loss function is therefore

$$L(q,\omega)\equiv\mathrm{Im}\left[-\frac1{\varepsilon(q,\omega)}\right]=\frac{\pi v_q}{V}S(q,\omega).$$

This removes one factor $v_q/V$ from the rate. Turning the sum into an integral and using $d^3q=2\pi q^2dq\,d(\cos\theta)$ with $d\omega=2kq\,d(\cos\theta)$ at fixed $q$,

$$\Gamma=2\int\!\frac{d^3q}{(2\pi)^3}\,v_qL=\frac{4}{\pi}\int\! dq\int\!\frac{d\omega}{2kq}\,L=\frac{2}{\pi k}\int\! d\omega\int\!\frac{dq}{q}L .$$

Division by the velocity $2k$ gives the inverse mean free path:

$$\frac1\lambda=\frac{B(E)}{\pi E},\qquad B=\int_0^E\!d\omega\int_{q_-}^{q_+}\frac{dq}{q}\,L(q,\omega).$$

The limits express $\cos\theta\le1$, that is $q^2-2kq+\omega\le0$, so that $q_\pm=\sqrt E\pm\sqrt{E-\omega}$.

A sum rule controls the close collisions. At very high frequency the electrons, of density $n$, respond as free particles. Newton's law $\ddot{\mathbf x}/2=-\nabla\phi$ gives $\mathbf x=2\nabla\phi/\omega^2$. The induced density $-n\nabla\cdot\mathbf x$ is then $2nq^2\phi/\omega^2$, and $1/\varepsilon\to1+\omega_p^2/\omega^2$ with $\omega_p^2=16\pi n$. The spectral formula for $1/\varepsilon$ has the same limit with coefficient $(2/\pi)\int\omega'L\,d\omega'$. Hence, for every $q$,

$$\int_0^\infty\omega L(q,\omega)\,d\omega=\frac{\pi\omega_p^2}{2}.$$

When $q$ is large, an electron of the medium recoils as if free and at rest, taking up $\omega=q^2$. The sum rule fixes the strength of this ridge: $L\to(\pi\omega_p^2/2\omega)\,\delta(\omega-q^2)$.

A dilute gas, for which the ridge is the whole loss function, tests the prefactor. Since $\int(dq/q)\,\delta(\omega-q^2)=1/(2\omega)$, the inverse path per unit loss is $\omega_p^2/(4E\omega^2)=4\pi n/(E\omega^2)$. The ridge lies inside the allowed region when $q^2\le2kq-q^2$, so $q\le k$ and $\omega\le E$. The cross-section for losses above $T$ is thus

$$\sigma(T)=\frac{4\pi}{E}\left(\frac1T-\frac1E\right),$$

which is Rutherford's result. For a classical orbit with $E=4$ Ry and impact parameter $0.5\,a_0$, numerical integration of the motion gives a transfer of 2.00 Ry. Every closer orbit transfers more, so the classical cross-section is $\pi(0.5)^2=0.785\,a_0^2$; the formula gives $\pi(1/2-1/4)$, the same value.

Now let $E$ become large. Define

$$M(q)=\int_0^\infty L(q,\omega)\,d\omega,\qquad M_0=M(0),\qquad \ln I=\frac1{M_0}\int_0^\infty L(0,\omega)\ln\omega\,d\omega ,$$

with energies inside logarithms measured in rydbergs. Split the $q$ integral at a small fixed momentum $q_1$. Below it, $L(q,\omega)$ may be replaced by $L(0,\omega)$, and the lower limit is $q_-\simeq\omega/(2\sqrt E)$. This distant part is

$$\int_0^\infty L(0,\omega)\ln\frac{2\sqrt E\,q_1}{\omega}\,d\omega=M_0\ln\frac{2\sqrt E\,q_1}{I}.$$

Above $q_1$ the kinematic limits recede to infinity, leaving $\int_{q_1}^\infty M\,dq/q$. It converges because the ridge gives $M\simeq\pi\omega_p^2/(2q^2)$. A mean cutoff momentum $Q$, in units of $1/a_0$, is defined by

$$M_0\ln Q=\int_0^1\frac{M-M_0}{q}\,dq+\int_1^\infty\frac{M}{q}\,dq .$$

As $q_1\to0$, the close part becomes $M_0\ln(Q/q_1)$: the integral from $q_1$ to 1 contains $M_0\ln(1/q_1)$, and the rest is the definition. In the sum $q_1$ cancels, and $B\to M_0\ln(2\sqrt E\,Q/I)$. Therefore

$$\boxed{\;\lambda\to\frac{2\pi E}{M_0\ln(E/E_0)},\qquad E_0=\frac{I^2}{4Q^2}\;}$$

in units of $a_0$. The factor $E$ comes from the squared velocity. The logarithm is twice that of the ratio between the cutoff momentum $Q$, set by recoil, and $I/(2\sqrt E)$, the smallest transfer that can supply the mean loss $I$. The optical loss function fixes $M_0$ and $I$, but $Q$ needs the dependence on momentum. The derivation requires finite $M_0$ and $\ln I$, a loss function regular at small $q$, and nonrelativistic speed.

A single mode shows the law in closed form. Let its energy be $w$ at $q=0$ and $w+q^2$ at finite $q$, so that the sum rule demands $M(q)=M_0w/(w+q^2)$. The condition $w+q^2\le2kq-q^2$ bounds $q$ by $k(1\pm s)/2$, with $s=\sqrt{1-2w/E}$; there is no loss below $E=2w$. The integral of $w/[q(w+q^2)]$ is $\tfrac12\ln[q^2/(w+q^2)]$. At either bound $w+q^2=q(2k-q)$, so the ratio in the logarithm is $q/(2k-q)$, and

$$B=\frac{M_0}{2}\ln\frac{(1+s)(3+s)}{(1-s)(3-s)}\;\to\;\frac{M_0}{2}\ln\frac{4E}{w}.$$

The last step uses $1-s\simeq w/E$. For this mode $E_0=w/4$.

For numbers I take a mode of finite width,

$$L(q,\omega)=\frac{\omega_p^2\gamma\omega}{(\omega^2-\omega_q^2)^2+\gamma^2\omega^2},\qquad \omega_q^2=\omega_p^2+\beta q^2+q^4 .$$

The term $q^4$ supplies the ridge. The coefficient $\beta$ comes from the mean-field response of a free-electron gas. An electron of momentum $\mathbf p$ contributes $1/(D-q^2)-1/(D+q^2)=2q^2/(D^2-q^4)$, where $D=\omega-2\mathbf p\cdot\mathbf q$. The mode condition is then $1=\omega_p^2\langle1/(D^2-q^4)\rangle$. Expansion to order $q^2$ gives $\omega^2=\omega_p^2+12\langle(\mathbf p\cdot\mathbf q)^2\rangle$. A filled Fermi sphere of radius $k_F$ has $\langle p_x^2\rangle=k_F^2/5$, hence $\beta=12k_F^2/5$. The mode thus follows the free-electron response at small $q$ and free recoil at large $q$. Between these limits it is only an interpolation, and the value of $Q$ found below depends on it. At zero width the full mean-field (Lindhard) response of the same gas gives $Q=1.27/a_0$ against $1.13/a_0$ for this mode. In the leading law this shortens $\lambda$ by about 5% at 300 eV, 4% at 1400 eV and 3% at 10 000 eV, so the later digits of the paths below belong to the interpolated mode only.

The integral over losses up to $W$ is elementary. With $u=\omega^2$ the denominator is $(u-c)^2+d^2$, where $c=\omega_q^2-\gamma^2/2$ and $d=\gamma\sqrt{\omega_q^2-\gamma^2/4}$, so for $\gamma<2\omega_q$

$$F(q,W)=\frac{\omega_p^2\gamma}{2d}\left[\arctan\frac{W^2-c}{d}+\arctan\frac cd\right].$$

What remains is $B=\int_0^{2k}F(q,2kq-q^2)\,dq/q$, which I evaluate by adaptive quadrature.

The leading form of $B$ has a correction of order $1/E$, with three sources. First, $q_-=(\omega/2k)(1+\omega/4E+\dots)$, which removes $\int\omega L(0,\omega)\,d\omega/4E=\pi\omega_p^2/8E$. Second, the ridge leaves the allowed region at $q=k$, which removes $\int_k^\infty\pi\omega_p^2\,dq/(2q^3)=\pi\omega_p^2/4E$. Third, the part of $L$ proportional to $q^2$ was integrated from $q=0$ instead of from $q_-$. This removes $\tfrac12\int q_-^2\,[\partial L/\partial(q^2)]_{q=0}\,d\omega=S_2/8E$, where

$$S_2=\int_0^\infty\omega^2\left[\frac{\partial L}{\partial(q^2)}\right]_{q=0}d\omega ,$$

which converges because the derivative falls as $\omega^{-5}$. Thus

$$B\simeq\frac{M_0}{2}\ln\frac E{E_0}+\frac CE,\qquad C=-\frac{3\pi\omega_p^2}{8}-\frac{S_2}{8}.$$

The example uses a rough silicon lattice constant of 0.543 nm. Eight atoms per cubic cell with four valence electrons each give $n=32/(0.543\ \mathrm{nm})^3=200\ \mathrm{nm}^{-3}$, hence $\omega_p=16.6$ eV and $\beta=2.20$ Ry. The width is taken as $\gamma=4$ eV, also a rough value. Quadrature then gives $M_0=24.25$ eV, $I=16.6$ eV, $Q=1.174/a_0$, $E_0=3.675$ eV and $C=-1.982\ \mathrm{Ry}^2$. That $I$ equals $\omega_p$ is a symmetry of this model: $L(0,\omega)\,d\omega$ is proportional to $(d\omega/\omega)/[(\omega-\omega_p^2/\omega)^2+\gamma^2]$, which is unchanged when $\omega$ is replaced by $\omega_p^2/\omega$.

An electron of 1400 eV has about the energy of a silicon 2p photoelectron released by an aluminium X-ray source. The leading law gives

$$\lambda\simeq\frac{2\pi\times1400}{24.25\times\ln(1400/3.675)}\,a_0=\frac{8796}{24.25\times5.943}\,a_0=61.0\,a_0=3.23\ \mathrm{nm}.$$

The full integral gives $61.3\,a_0=3.24$ nm. Over a wider range, in nanometres:

| $E$ (eV) | full integral | leading law | with $C/E$ |
|---:|---:|---:|---:|
| 300 | 0.957 | 0.934 | 0.956 |
| 1000 | 2.459 | 2.446 | 2.459 |
| 1400 | 3.242 | 3.230 | 3.242 |
| 3000 | 6.145 | 6.135 | 6.145 |
| 10000 | 17.344 | 17.338 | 17.344 |

The leading law is 2.4% below the full integral at 300 eV and 0.4% below it at 1400 eV. It is low because $C$ is negative: the neglected limits remove collisions. As $E$ falls towards $E_0$ the leading law diverges, which is a failure of the expansion and says nothing about slow electrons.

The tenfold step at the start can now be read off. The leading law gives the ratio $10\ln(1000/3.675)/\ln(10000/3.675)=10\times5.606/7.909=7.09$, against 7.05 from the full integral. Locally the path follows a power of energy with exponent

$$\frac{d\ln\lambda}{d\ln E}\simeq1-\frac1{\ln(E/E_0)},$$

which is 0.832 at 1400 eV; numerical differentiation of the full result gives 0.827. A fitted power law therefore describes a limited energy range. In the nonrelativistic law its exponent drifts slowly towards one; for real electrons relativity stops this rise well before one is reached.

If elastic deflection and surface losses are ignored, a 2 nm film of this medium passes a fraction $e^{-2/3.242}=0.54$ of the 1400 eV electrons at normal emission without loss. A thickness deduced from a given attenuation is proportional to the $\lambda$ assumed, so a relative error in one passes unchanged to the other.

Values in use for silicon near this energy are roughly 3 nm, so the model has the right size, but that agreement does not validate its parts. Of the omissions estimated here, the L shell changes $\lambda$ most. Represented by eight electrons per atom in one mode at a rough 150 eV, with the closed formula above, it shortens $\lambda$ by 12%, to 2.85 nm. A film read as 2 nm without this shell would then be read as 1.76 nm. The figure depends on the assumed energy: with the mode at 200 eV the shortening is only about 8%. The real strength of the shell is spread far above its edges. Independent-particle oscillator strengths of a free silicon atom in the local-density approximation have a harmonic mean energy near 200 eV. Treated mode by mode with the same formula, they shorten $\lambda$ by 9%, to 2.94 nm, so 12% is probably too large. The dispersion matters about as much: setting $\beta=0$ with the other parameters fixed shortens $\lambda$ by 9.5%, because a lower mode energy at finite $q$ means a larger $M(q)$. Changing the width to 3 or 5 eV moves $\lambda$ by only 1.4% down or up.

Smaller corrections can be sized in the same way. Exchange, estimated by replacing $1/\omega^2$ in close collisions by $1/\omega^2+1/(E-\omega)^2-1/[\omega(E-\omega)]$ for losses between $\omega_p$ and $E/2$, and by dropping larger losses because the faster outgoing electron is counted as the primary, lengthens $\lambda$ by about 1%. The relativistic velocity in the prefactor shortens it by 0.4%. At 10 000 eV the same factor takes off about 3%, so the last digits of that row of the table belong to the nonrelativistic model only. Here $E$ is counted from the bottom of the valence band. If the 1400 eV is instead measured from the Fermi level, $E$ is larger by the free-electron Fermi energy, 12.5 eV, which adds 0.7% to $\lambda$. Forbidding losses below the indirect gap of 1.1 eV adds less than 0.1%, and so does barring final states below the Fermi energy. Forbidding all losses below the direct gap, near 3.4 eV, would add 0.5%.

Elastic scattering leaves $\lambda$ alone but bends the path, so that attenuation no longer follows $e^{-d/\lambda}$ strictly at thickness $d$. A Born estimate for a nucleus screened exponentially over the Thomas–Fermi length gives a transport path, the length over which direction is lost, of about 20 nm. This is a rough figure, because $Ze^2/\hbar v$ is about 1.4 here and the Born approximation requires it to be small. Phase shifts for the same potential give about 25 nm. The ratio of $\lambda$ to this path is 0.16 in the Born estimate and 0.13 with phase shifts, so deflection within one $\lambda$ is not negligible. Its effect on a deduced thickness is not calculated here.

The surface adds a loss of its own. A surface mode of energy $\omega_s=\omega_p/\sqrt2$ and wavevector $K$ along the surface couples to the electron with squared strength $2\pi\omega_s/K$ per unit area, decaying with distance $|z|$ as $e^{-K|z|}$ in amplitude. On a straight path at speed $v=2k$, normal to the surface, the excitation probability is

$$P=\int_0^\infty\frac{K\,dK}{2\pi}\,\frac{2\pi\omega_s}{K}\left(\frac{2Kv}{K^2v^2+\omega_s^2}\right)^2=\frac{\pi}{v}=\frac{\pi}{2k},$$

or 0.155 at 1400 eV. This is a gross figure, since bulk excitation is weakened near the surface. In the same local model this offsets about half of it, leaving a net probability near 0.08. The formula also assumes a path inside the medium much longer than $v/\omega_s$, which is about 1.2 nm here. For electrons from such depths the loss no longer depends on depth, so it enters the intensity balance as a separate factor and should not be absorbed into $\lambda$. For electrons that start within a few nanometres of the surface, as in a 2 nm film, the probability varies with depth and a constant factor is only an approximation.
